\section*{The Landé interval rule and the centre of a term, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: one constant for a whole term}

\subsection{A decision about level energies}

A calculation without spin-orbit coupling gives one energy for the term $^3F$ of an atom with two $d$ electrons. The resolved term has three levels, with $J=2,3,4$. Before the calculated energy can be compared with them, one must decide what it should be compared with: the lowest level, the plain average of the three, or some other combination. A second decision follows if the splitting itself is to be calculated. One may need a separate matrix element for each level, or a single number may serve for all three.

Both decisions rest on two statements. To first order in the spin-orbit coupling, and for a term well separated from its neighbours, the level shifts $E(J)$ satisfy
\begin{align}
E(J)-E(J-1)&=AJ, \label{eq:rule}\\
\sum_J(2J+1)E(J)&=0. \label{eq:centre}
\end{align}
The first is the Landé interval rule. It says that one constant $A$ fixes all the intervals of a term. The second says that the unsplit energy is the average of the levels with weights $2J+1$, so this average is the quantity to compare with the calculation.

\subsection{The Hamiltonian and the states}

Angular momenta are measured in units of $\hbar$ and energies in rydbergs (Ry), with $1\ \mathrm{mRy}=10^{-3}\ \mathrm{Ry}$. The Hamiltonian is $H_0+H_{\mathrm{SO}}$. Here $H_0$ contains the kinetic energy, the attraction of the nucleus and the Coulomb repulsion between electrons. It commutes with the total orbital angular momentum $\mathbf L=\sum_i\mathbf l_i$ and with the total spin $\mathbf S=\sum_i\mathbf s_i$. Its levels are therefore terms labelled by $L$ and $S$. The perturbation is the one-electron spin-orbit operator
\begin{equation}
H_{\mathrm{SO}}=\sum_i\xi(r_i)\,\mathbf l_i\cdot\mathbf s_i,
\qquad
\xi(r)=\frac{\alpha^2}{2}\,\frac1r\frac{dU}{dr},
\label{eq:hso}
\end{equation}
where $\alpha$ is the fine-structure constant, $r$ is in bohr and $U(r)$ is the potential energy of an electron in the mean central field, in Ry. This operator is the starting point here. Magnetic interactions between different electrons, namely spin-spin and spin-other-orbit coupling, are left out. An attractive field has $dU/dr>0$, so $\xi$ is positive.

A term contains $(2L+1)(2S+1)$ states $|M_LM_S\rangle$, all with the same energy under $H_0$. The phases are chosen as usual, so that $L_\pm=L_x\pm iL_y$ changes $M_L$ alone and $S_\pm$ changes $M_S$ alone, both with positive coefficients. Let $P$ be the projector on these states. First-order perturbation theory for a degenerate level asks for the eigenvalues of $PH_{\mathrm{SO}}P$. We take $L\ge1$ and $S\ge\tfrac12$, since otherwise the term has a single $J$ and there is no interval to discuss. We also assume that no second term with the same $L$ and $S$ lies at the same energy.

\subsection{Nine operators with two vector characters}

The scalar product in \eqref{eq:hso} mixes orbital and spin components. It is easier to treat the components separately. For $a,b=x,y,z$ define
\begin{equation}
T_{ab}=\sum_i\xi(r_i)\,l_{ia}s_{ib},
\qquad
H_{\mathrm{SO}}=T_{xx}+T_{yy}+T_{zz}.
\label{eq:T}
\end{equation}
Angular momenta of different electrons commute, $\xi(r_i)$ commutes with $\mathbf l_i$ because it depends on the distance alone, and $[l_{ia},l_{ic}]=i\sum_d\varepsilon_{acd}l_{id}$. The spins obey the same rule. Hence
\begin{align}
[L_a,T_{cb}]&=i\sum_d\varepsilon_{acd}T_{db}, \label{eq:orbvec}\\
[S_a,T_{cb}]&=i\sum_d\varepsilon_{abd}T_{cd}. \label{eq:spinvec}
\end{align}
The first index behaves as a vector under orbital rotations, and the second as a vector under spin rotations.

These relations survive the projection. The operators $L_a$ and $S_a$ turn states of the term into states of the same term. Being Hermitian, they also keep the states outside the term outside it. They therefore commute with $P$, and $PT_{ab}P$ obeys \eqref{eq:orbvec} and \eqref{eq:spinvec} as well.

\subsection{The projection theorem in the orbital space}

The projection theorem states that, within one set of states of fixed $L$, every vector operator is proportional to $\mathbf L$. The proof needs nothing beyond commutators. Fix $b$, write $V_a=PT_{ab}P$, and let $V_\pm=V_x\pm iV_y$. From \eqref{eq:orbvec},
\begin{align}
[L_z,V_+]&=iV_y+i(-iV_x)=V_+, \label{eq:c1}\\
[L_+,V_+]&=i[L_x,V_y]+i[L_y,V_x]=-V_z+V_z=0, \label{eq:c2}\\
[L_-,V_+]&=i[L_x,V_y]-i[L_y,V_x]=-V_z-V_z=-2V_z, \label{eq:c3}\\
[L_-,V_z]&=-iV_y-i(iV_x)=V_x-iV_y=V_-. \label{eq:c4}
\end{align}
Replacing $\mathbf V$ by $\mathbf L$ gives the familiar relations among the components of $\mathbf L$.

Take \eqref{eq:c1} between orbital states $M'$ and $M$. It gives $(M'-M-1)\langle M'|V_+|M\rangle=0$, so $V_+$ raises $M$ by one. Its elements are
\begin{equation}
v_M=\langle M+1|V_+|M\rangle,
\qquad
\lambda_M=\langle M+1|L_+|M\rangle=\sqrt{L(L+1)-M(M+1)}.
\end{equation}
The brackets here involve the orbital states alone, so $v_M$ is still an operator on the spin states, while $\lambda_M$ is a positive number for $-L\le M\le L-1$. Now take \eqref{eq:c2} between $M+2$ and $M$:
\begin{equation}
\lambda_{M+1}v_M-v_{M+1}\lambda_M=0
\quad\Longrightarrow\quad
\frac{v_{M+1}}{\lambda_{M+1}}=\frac{v_M}{\lambda_M}.
\end{equation}
The ratio is the same all along the ladder. Call it $B_b$, an operator on the spin states. Then $V_+=L_+B_b$. Since $B_b$ commutes with $\mathbf L$, equations \eqref{eq:c3} and \eqref{eq:c4} carry the same factor to the other components:
\begin{align}
V_z&=-\tfrac12[L_-,V_+]=-\tfrac12[L_-,L_+]B_b=L_zB_b,\\
V_-&=[L_-,V_z]=[L_-,L_z]B_b=L_-B_b.
\end{align}
We used $[L_-,L_+]=-2L_z$ and $[L_-,L_z]=L_-$. Thus $PT_{ab}P=L_aB_b$ for every $a$.

\subsection{The same theorem in the spin space}

Insert $PT_{cb}P=L_cB_b$ into the projected form of \eqref{eq:spinvec}. The orbital factor commutes with the spin and comes out in front:
\begin{equation}
L_c\Big([S_a,B_b]-i\sum_d\varepsilon_{abd}B_d\Big)=0 .
\end{equation}
The bracket acts on the spin states alone, and $L_c$ is not zero because $L\ge1$. The bracket must vanish, which means that $\mathbf B$ is a vector operator in the spin space. The ladder argument now applies with $\mathbf S$ in place of $\mathbf L$. There is no further space left for the ratio to act on, so it is a number $A$. For $S=\tfrac12$ the ladder has one step and the ratio is defined by that step. The result is
\begin{equation}
PT_{ab}P=A\,L_aS_b .
\label{eq:proj}
\end{equation}
Here and below $L_a$ and $S_b$ are understood to act on states of the term. Both $PT_{zz}P$ and $L_zS_z$ are Hermitian, so $A$ is real.

A formula for $A$ follows by multiplying \eqref{eq:proj} by $L_a$ from the left and by $S_b$ from the right, and summing. The right-hand side becomes $A\sum_aL_a^2\sum_bS_b^2$, hence
\begin{equation}
A=\frac{\big\langle\sum_{ab}L_aT_{ab}S_b\big\rangle}{L(L+1)\,S(S+1)},
\label{eq:contraction}
\end{equation}
with the expectation value in any normalized state of the term. The picture behind this is that of averaging. For each electron, the component of $\mathbf l_i$ along $\mathbf L$ is multiplied by the component of $\mathbf s_i$ along $\mathbf S$, and the product is averaged as a whole. Averaging the two factors separately would in general give a wrong constant. All details of the wave function, including the radial ones, are collected in $A$.

Setting $a=b$ in \eqref{eq:proj} and summing gives the effective operator
\begin{equation}
PH_{\mathrm{SO}}P=A\,\mathbf L\cdot\mathbf S .
\label{eq:eff}
\end{equation}

\subsection{Finding the constant from one determinant}

Equation \eqref{eq:proj} holds for any wave function of the term. To evaluate $A$ we now use a model: a single configuration in which all electrons of a shell share one radial function. Then $\xi(r)$ is replaced by its radial mean $\zeta$ for that shell. Elements of $T_{ab}$ between shells of different $l$ vanish, because $l_a$ does not change $l$.

The convenient state is the stretched one, with $M_L=L$ and $M_S=S$. There the element of $L_zS_z$ is $LS$. If this state is a single determinant with occupied orbitals $(m_i,m_{si})$, the element of $T_{zz}$ is a plain sum, and
\begin{equation}
A\,LS=\sum_i\zeta_i\,m_i\,m_{si}.
\label{eq:stretched}
\end{equation}

For $d^2\,{}^3F$ the determinant has $m=2$ and $m=1$, both with spin up, so $M_L=3$ and $M_S=1$. It is the one determinant of $d^2$ with these values. It belongs to $^3F$, because a triplet with $L=4$ would need two spin-up electrons in $m=2$, which the Pauli principle forbids. Thus $3A=\zeta(1+\tfrac12)$ and $A=\zeta/2$.

The argument extends to the Hund ground term of any open shell, the term with the largest $S$ and, for that $S$, the largest $L$. If the shell is less than half full, all spins in the stretched determinant are up. The sum is $\tfrac12\zeta\sum_im_i=\tfrac12\zeta L$. If the shell is more than half full, the spin-up orbitals are all occupied and their $m$ values add to zero. The spin-down electrons carry the whole of $M_L=L$, and the sum is $-\tfrac12\zeta L$. Therefore
\begin{equation}
A=+\frac{\zeta}{2S}\ \text{(less than half full)},
\qquad
A=-\frac{\zeta}{2S}\ \text{(more than half full)}.
\label{eq:hund}
\end{equation}
At half filling $L=0$ and the term has no first-order splitting. With $\zeta=2$ mRy the formula gives $A=1$ mRy for $d^2\,{}^3F$, $0.667$ mRy for $d^3\,{}^4F$, and $-1$ mRy for $d^8\,{}^3F$.

\subsection{Two shells with different coupling strengths}

The configuration $pd$ with $\zeta_p\ne\zeta_d$ shows the theorem at work where the two electrons are coupled with different strengths. The stretched state of $^3F$ has the $p$ electron in $m=1$ and the $d$ electron in $m=2$, both with spin up. Equation \eqref{eq:stretched} gives
\begin{equation}
3A_F=\tfrac12\zeta_p+\zeta_d
\quad\Longrightarrow\quad
A_F=\frac{\zeta_p+2\zeta_d}{6}.
\end{equation}

The stretched state of $^3D$ is a mixture of two determinants, but a sum of diagonal elements avoids the mixing coefficients. With $M_L=2$ and $M_S=1$ there are two determinants, with $(m_p,m_d)=(1,1)$ and $(0,2)$. They span the same space as the states of $^3F$ and $^3D$ with these quantum numbers. The trace of $T_{zz}$ is the same in both bases, and each term contributes $A M_LM_S=2A$:
\begin{equation}
2A_F+2A_D=\tfrac12(\zeta_p+\zeta_d)+\zeta_d
\quad\Longrightarrow\quad
A_D=\frac{\zeta_p+5\zeta_d}{12}.
\end{equation}
For $\zeta_p=6$ mRy and $\zeta_d=1$ mRy the constants are $A_F=8/6=1.333$ mRy and $A_D=11/12=0.917$ mRy. The constant belongs to the term, not to the configuration.

\subsection{What the projection removes}

Equation \eqref{eq:eff} concerns matrix elements within the term. It does not say that $H_{\mathrm{SO}}$ equals $A\,\mathbf L\cdot\mathbf S$ as an operator. A state of $d^2$ shows the difference. Write $|2{\uparrow}1{\uparrow}\rangle$ for the stretched determinant of $^3F$. Lowering the spin once gives
\begin{equation}
|M_L{=}3,M_S{=}0\rangle=\frac{|2{\downarrow}1{\uparrow}\rangle+|2{\uparrow}1{\downarrow}\rangle}{\sqrt2}.
\end{equation}
The two determinants are eigenstates of $T_{zz}$ with eigenvalues $\zeta(-1+\tfrac12)=-\tfrac12\zeta$ and $\zeta(1-\tfrac12)=+\tfrac12\zeta$. The expectation value is zero, as $A M_LM_S$ requires. The state produced by $T_{zz}$ is not zero, however:
\begin{equation}
T_{zz}|M_L{=}3,M_S{=}0\rangle=\frac{\zeta}{2}\,
\frac{|2{\uparrow}1{\downarrow}\rangle-|2{\downarrow}1{\uparrow}\rangle}{\sqrt2}.
\end{equation}
The combination on the right is the singlet with $M_L=3$, which belongs to $^1G$. The spin-orbit coupling thus leads out of the term. First order discards this part, and the second half shows what it does to the levels.

\section{Second half: intervals, centre and limits}

\subsection{What is carried over}

The term has quantum numbers $L\ge1$ and $S\ge\tfrac12$, and $P$ projects on its $(2L+1)(2S+1)$ states. The operators $T_{ab}=\sum_i\xi(r_i)l_{ia}s_{ib}$ add up to $H_{\mathrm{SO}}=\sum_aT_{aa}$. The projection theorem gave
\begin{equation}
PT_{ab}P=A\,L_aS_b,
\qquad
PH_{\mathrm{SO}}P=A\,\mathbf L\cdot\mathbf S,
\label{eq:carry}
\end{equation}
with one real constant $A$ for the term. In a $d$ shell with radial mean $\zeta$ of the coupling, $A=\zeta/2$ for $d^2\,{}^3F$. Shifts are measured from the unsplit term, and energies are in Ry or mRy.

Within a single term, the spin-orbit coupling acts to first order as $A\,\mathbf L\cdot\mathbf S$, with one constant $A$ for the whole term. It remains to derive the interval rule and the zero weighted sum from this, and to see how mixing with other terms limits them.
